# Direct ring coupled-cluster doubles, RPA, and the interfragment amplitudes of dispersion: test program

```python
# Result under test (real closed-shell orbitals, singlet block, p=(ia)):
#   D = eps_a-eps_i, K = 2(ia|jb), A = D+K, B = K.
#   drCCD: B+AT+TA+TBT = 0, E = Tr(BT)/2.  Physical root T = Y X^-1 of direct RPA, and
#   E = Tr(Om-A)/2 = (1/2pi) int du Tr[ln(1-chi0 K)+chi0 K], chi0 = -2D/(D^2+u^2).
# Two fragments, K = [[KA,W],[W^T,KB]], monomer amplitudes TA,TB, interfragment block TAB:
#   E2 = Tr[W^T (1-TA)^-1 TAB (1-TB)^-1] = -sum w^2/(Om_m+Om_n) = Casimir-Polder,
#   E_int = (1/2pi) int du ln det(1 - chiA W chiB W^T); bare Tr(W^T TAB) differs from E2
#   by the relaxation of the intrafragment blocks.  Om = hbar*Omega, u = hbar*omega.
#   Charge-transfer (CT) amplitudes, in fragment-localized orbitals, are of order overlap S.
# Internal arithmetic in atomic units, output in SI. Example: Be...Mg, RHF/cc-pVDZ.
import numpy as np
import scipy.linalg as sl
from scipy import constants as sc
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
Eh = sc.physical_constants['Hartree energy'][0]
a0 = sc.physical_constants['Bohr radius'][0]
k_e = 1/(4*np.pi*sc.epsilon_0)

def molecule(atoms):
    return gto.M(atom=atoms, basis='cc-pvdz', unit='Bohr', verbose=0)

def rhf(mol, dm0=None):
    mf = scf.RHF(mol); mf.chkfile = None
    mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-8; mf.max_cycle = 200
    mf.kernel(dm0=dm0); assert mf.converged
    return mf

def ov(eri, c1, c2):
    x = np.einsum('pqrs,pi,qa,rj,sb->iajb', eri, c1[0], c1[1], c2[0], c2[1], optimize=True)
    return 2*x.reshape(x.shape[0]*x.shape[1], -1)

def system(mf):
    no = mf.mol.nelectron//2; C = mf.mo_coeff; e = mf.mo_energy
    c = (C[:, :no], C[:, no:])
    return c, (e[None, no:]-e[:no, None]).ravel(), ov(mf.mol.intor('int2e'), c, c)

def drccd(D, K):  # damped fixed-point iteration from T=0, symmetry not imposed
    T = np.zeros_like(K); den = D[:, None]+D[None, :]
    for it in range(1000):
        KT = K@T
        step = -(K+KT+T@K+T@KT)/den-T
        T = T+0.5*step
        if abs(step).max() < 1e-14:
            return T, 0.5*np.sum(K*T.T)
    raise RuntimeError('drCCD not converged')

def modes(D, K):
    s = np.sqrt(D); om2, Z = np.linalg.eigh(s[:, None]*(np.diag(D)+2*K)*s[None, :])
    om = np.sqrt(om2); P = s[:, None]*Z/np.sqrt(om); Q = Z*np.sqrt(om)/s[:, None]
    return om, (P+Q)/2, (P-Q)/2

h = 0.3; u_grid = np.exp(np.arange(-30, 14, h)); u_wt = h*u_grid  # trapezoid in ln u

def acfd(D, K):
    tot = 0.0
    for u, wt in zip(u_grid, u_wt):
        s = np.sqrt(2*D/(D*D+u*u)); ev = np.linalg.eigvalsh(s[:, None]*K*s[None, :])
        tot += wt*np.sum(np.log1p(ev)-ev)
    return tot/(2*np.pi)

def minus_chi(D, K, u):
    P = np.linalg.inv(np.diag((D*D+u*u)/(2*D))+K)
    return (P+P.T)/2

def check_equivalence(D, K):
    n = len(D); A = np.diag(D)+K; I = np.eye(n)
    T, E = drccd(D, K)
    H = np.block([[A, K], [-K, -A]])
    S, Q, sdim = sl.schur(H, sort='rhp'); assert sdim == n
    assert abs(Q[n:, :n]@np.linalg.inv(Q[:n, :n])-T).max() < 1e-8
    om, X, Y = modes(D, K)
    assert abs(np.sort(np.linalg.eigvals(H).real)[n:]-om).max() < 1e-8
    assert abs(np.sort(np.linalg.eigvals(A+K@T).real)-om).max() < 1e-8
    assert abs(Y@np.linalg.inv(X)-T).max() < 1e-9 and abs(T-T.T).max() < 1e-12
    assert abs((X+Y)@(X+Y).T-(I+T)@np.linalg.inv(I-T)).max() < 1e-9
    ev = np.linalg.eigvalsh(T); assert ev[0] > -1 and ev[-1] < 1e-12
    Ep = 0.5*(om.sum()-np.trace(A)); Ea = acfd(D, K)
    assert abs(E-Ep) < 1e-9 and abs(E-Ea) < 1e-9
    return T, E, Ep, Ea, om, X, Y, ev[0]

def show(label, val, unit='', f='.6e'):
    print(f'{label} = {val:{f}} {unit}')

mfA = rhf(molecule([('Be', (0, 0, 0))])); mfB = rhf(molecule([('Mg', (0, 0, 0))]))
cA, DA, KA = system(mfA); cB, DB, KB = system(mfB)
nA, nB = len(DA), len(DB); IA, IB = np.eye(nA), np.eye(nB)
TA, EA, EAp, EAa, omA, XA, YA, tminA = check_equivalence(DA, KA)
TB, EB, EBp, EBa, omB, XB, YB, tminB = check_equivalence(DB, KB)

# spin-orbital, index-form drCCD for Be against the singlet matrix form
C = mfA.mo_coeff; nm = C.shape[1]
em = np.einsum('pqrs,pi,qj,rk,sl->ijkl', mfA.mol.intor('int2e'), C, C, C, C, optimize=True)
sp = np.arange(2*nm)//2; sg = np.arange(2*nm) % 2
same = (sg[:, None] == sg[None, :])*1.0
g = (em[np.ix_(sp, sp, sp, sp)]*same[:, :, None, None]*same[None, None]).transpose(0, 2, 1, 3)
o, v = slice(0, 4), slice(4, 2*nm); es = mfA.mo_energy[sp]
den = es[v][None, None, :, None]+es[v][None, None, None, :]-es[o][:, None, None, None]-es[o][None, :, None, None]
t = np.zeros_like(den); gvoov = g[v, o, o, v].copy(); goovv = g[o, o, v, v].copy()
for it in range(300):
    r = g[v, v, o, o].transpose(2, 3, 0, 1)+np.einsum('akic,kjcb->ijab', gvoov, t, optimize=True)
    r = r+np.einsum('bkjc,ikac->ijab', gvoov, t, optimize=True)
    r = r+np.einsum('ikac,kjcb->ijab', t, np.einsum('klcd,ljdb->kjcb', goovv, t, optimize=True), optimize=True)
    step = -r/den-t; t = t+0.5*step
    if abs(step).max() < 1e-13:
        break
E_so = 0.5*np.sum(goovv*t); assert abs(E_so-EA) < 1e-11
for s2 in (0, 1):
    assert abs(t[0::2, s2::2, 0::2, s2::2].transpose(0, 2, 1, 3).reshape(nA, nA)-TA/2).max() < 1e-11
assert abs(t[0::2, :, 1::2, :]).max() < 1e-14

# a second, unphysical root of the same amplitude equation (Be)
n = np.argmax((YA**2).sum(0)); Xs, Ys = XA.copy(), YA.copy()
Xs[:, n], Ys[:, n] = YA[:, n], XA[:, n]; Ts = Ys@np.linalg.inv(Xs); AA = np.diag(DA)+KA
nrm = np.linalg.norm(Ts, 2)
assert abs(KA+AA@Ts+Ts@AA+Ts@KA@Ts).max() < 1e-9*nrm**2 and nrm > 1
E_sp = 0.5*np.trace(KA@Ts); assert abs(E_sp-(EA-omA[n])) < 1e-8

# full coupling-strength derivative against finite differences
fd = (drccd(DA, 1.001*KA)[1]-drccd(DA, 0.999*KA)[1])/0.002
assert abs(fd-0.5*np.trace(KA@((XA+YA)@(XA+YA).T-IA))) < 1e-7

def dimer(R):
    return molecule([('Be', (0, 0, 0)), ('Mg', (0, 0, R))])

def coupling(R):
    m = dimer(R); a = mfA.mol.nbas; b = m.nbas
    return ov(m.intor('int2e', shls_slice=(0, a, 0, a, a, b, a, b)), cA, cB)

LA = np.diag(DA)+(IA+TA)@KA; LB = np.diag(DB)+(IB+TB)@KB
def first_order(W):
    T1 = sl.solve_sylvester(LA, LB.T, -(IA+TA)@W@(IB+TB))
    return T1, np.sum(W*(np.linalg.inv(IA-TA)@T1@np.linalg.inv(IB-TB))), np.sum(W*T1)

Ls = [(np.linalg.cholesky(minus_chi(DA, KA, u)), np.linalg.cholesky(minus_chi(DB, KB, u))) for u in u_grid]
def response_side(W):
    s2 = np.array([np.linalg.svd(a.T@W@b, compute_uv=False)**2 for a, b in Ls])
    return (u_wt@np.log1p(-s2).sum(1)/(2*np.pi), -u_wt@s2.sum(1)/(2*np.pi), -u_wt@(s2**2).sum(1)/(4*np.pi))

R_si = 1.2e-9; R = R_si/a0; W = coupling(R); D = np.concatenate([DA, DB])
Kof = lambda lam: np.block([[KA, lam*W], [lam*W.T, KB]])
T, E, Ep, Ea, om, X, Y, tmin = check_equivalence(D, Kof(1))
Eint = E-EA-EB; Elog, Ecp, E4 = response_side(W)
T1, E2, Ebare1 = first_order(W)
w = (XA+YA).T@W@(XB+YB); osum = omA[:, None]+omB[None, :]; E2m = -np.sum(w*w/osum)
assert abs(Eint/Elog-1) < 1e-6 and abs(Eint/E2-1) < 1e-4
assert abs(E2/Ecp-1) < 1e-8 and abs(E2m/Ecp-1) < 1e-8
assert abs(T[:nA, nA:]-T1).max() < 1e-4*abs(T1).max()
assert abs(XA.T@T[:nA, nA:]@XB+w/osum).max() < 1e-4*abs(w/osum).max()
Ebare = np.sum(W*T[:nA, nA:])
relA = 0.5*np.sum(KA*(T[:nA, :nA]-TA)); relB = 0.5*np.sum(KB*(T[nA:, nA:]-TB))
assert abs(Ebare/Ecp-1) > 0.02   # the bare contraction is not the dispersion energy
sA = (IA+TA)@W@T1.T; dA = sl.solve_sylvester(LA, LA.T, -(sA+sA.T+T1@KB@T1.T))
sB = (IB+TB)@W.T@T1; dB = sl.solve_sylvester(LB, LB.T, -(sB+sB.T+T1.T@KA@T1))
assert abs(dA-(T[:nA, :nA]-TA)).max() < 1e-3*abs(dA).max()
assert abs(dB-(T[nA:, nA:]-TB)).max() < 1e-3*abs(dB).max()
assert abs((Ebare1+0.5*np.sum(KA*dA)+0.5*np.sum(KB*dB))/Ecp-1) < 1e-7
# strong coupling: all orders, parity, derivative, fourth order
Tp, Epl = drccd(D, Kof(30)); Tm, Emi = drccd(D, Kof(-30))
assert abs((Epl-EA-EB)/response_side(30*W)[0]-1) < 1e-8 and abs(Epl-Emi) < 1e-12
assert abs(Tp[:nA, nA:]+Tm[:nA, nA:]).max() < 1e-12 and abs(Tp[:nA, :nA]-Tm[:nA, :nA]).max() < 1e-12
T20 = drccd(D, Kof(20))[0]; M20 = (np.eye(nA+nB)+T20)@np.linalg.inv(np.eye(nA+nB)-T20)
fd = (drccd(D, Kof(20.1))[1]-drccd(D, Kof(19.9))[1])/0.2
assert abs(fd/np.sum(W*M20[:nA, nA:])-1) < 1e-5
assert abs((drccd(D, Kof(10))[1]-EA-EB-100*E2)/(1e4*E4)-1) < 1e-2
# no intrafragment coupling: bare term equals the uncoupled sum
K0 = np.block([[0*KA, W], [W.T, 0*KB]]); T0, E0 = drccd(D, K0)
Eunc = -np.sum(W*W/(DA[:, None]+DB[None, :])); assert abs(E0/Eunc-1) < 1e-3
# one mode per fragment (dimensionless): bare/true ratio
d2 = np.array([1.0, 1.5]); k2 = np.array([0.5, 0.3]); w2 = 1e-3
t2, e2 = drccd(d2, np.array([[k2[0], w2], [w2, k2[1]]])); e0 = drccd(d2, np.diag(k2))[1]
o2 = np.sqrt(d2*(d2+2*k2))
assert abs(w2*t2[0, 1]/(e2-e0)/np.prod(2*o2/(d2+o2))-1) < 1e-5

# dipole limit, C6 in SI from polarizabilities against large-R extrapolation
def dip(mf, c):
    return np.einsum('xpq,pi,qa->xia', mf.mol.intor('int1e_r'), c[0], c[1]).reshape(3, -1)
dipA, dipB = dip(mfA, cA), dip(mfB, cB); al = (sc.e*a0)**2/Eh
alpha = lambda d, Dm, Km, u: 2*d[2]@minus_chi(Dm, Km, u)@d[2]*al
def c6(Ka, Kb):
    integ = sum(wt*Eh/sc.hbar*alpha(dipA, DA, Ka, u)*alpha(dipB, DB, Kb, u) for u, wt in zip(u_grid, u_wt))
    return 3*sc.hbar/np.pi*k_e**2*integ
C6 = c6(KA, KB); C6u = c6(0*KA, 0*KB)
f5 = first_order(coupling(5e-9/a0)); f10 = first_order(coupling(1e-8/a0))
extr = lambda k: -(4*f10[k]*1e-8**6-f5[k]*5e-9**6)/3*Eh
assert abs(extr(1)/C6-1) < 1e-4
ratio = np.linalg.norm(f5[0])/np.linalg.norm(f10[0]); assert abs(ratio/8-1) < 0.02
assert np.ptp(omA[:3]) < 1e-6 and np.ptp(omB[:3]) < 1e-6
mu = [np.sqrt(2*np.sum((d@(x+y)[:, :3])**2)/3)*sc.e*a0 for d, x, y in ((dipA, XA, YA), (dipB, XB, YB))]
sv = np.linalg.svd(w[:3, :3], compute_uv=False); wpi = k_e*mu[0]*mu[1]/R_si**3
assert abs(sv*Eh/wpi-np.array([2, 1, 1])).max() < 1e-3
EPP = -np.sum(w[:3, :3]**2/osum[:3, :3])

# supermolecular RHF + drCCD with every excitation, charge transfer included.
# Classes are read after rotating the dimer occupied and virtual spaces onto the monomer orbitals.
def supermolecule(Rm):
    md = dimer(Rm/a0); mfD = rhf(md, sl.block_diag(mfA.make_rdm1(), mfB.make_rdm1()))
    cD, DD, KD = system(mfD); TD, ED = drccd(DD, KD)
    S = md.intor('int1e_ovlp'); na = mfA.mol.nao; no = md.nelectron//2; nv = md.nao-no
    can = (mfD.mo_coeff*(S@mfD.mo_coeff))[:na].sum(0) > 0.5
    tcan = abs(TD[np.repeat(can[:no], nv) != np.tile(can[no:], no)]).max()
    U = np.kron(*[sl.polar(cD[k].T@S@sl.block_diag(cA[k], cB[k]))[0] for k in (0, 1)])
    Tl, Kl = U.T@TD@U, U.T@KD@U
    oi = np.repeat(np.arange(no) < cA[0].shape[1], nv); va = np.tile(np.arange(nv) < cA[1].shape[1], no)
    ab = np.ix_(oi & va, ~oi & ~va); Wm = coupling(Rm/a0); T1m, _, bare = first_order(Wm)
    return dict(R=Rm, n=len(DD), S=abs(S[:na, na:]).max(), Esup=ED-EA-EB, Emod=response_side(Wm)[0],
                Bsup=np.sum(Kl[ab]*Tl[ab]), Bmod=bare, tab=abs(Tl[ab]).max(),
                dT=abs(Tl[ab]-T1m).max(), tct=abs(Tl[oi != va]).max(), tcan=tcan)
near, far = supermolecule(R_si), supermolecule(1.5e-9)
assert abs(far['Esup']/far['Emod']-1) < 1e-2
assert abs(far['Bsup']/far['Bmod']-1) < 1e-2
assert far['tct'] < 0.05*far['tab']
assert far['dT'] < 1e-2*far['tab']
# finite overlap: energy corrections of order S^2 (in hartree), CT amplitudes of order S
assert abs(near['Esup']-near['Emod']) < max(near['S']**2, 1e-2*abs(near['Emod']))
assert abs(near['Bsup']-near['Bmod']) < max(near['S']**2, 1e-2*abs(near['Bmod']))
assert near['tct'] < 2*near['S']
assert far['tct']/near['tct'] < 0.1*far['tab']/near['tab']

print('Be(A)...Mg(B), dRPA on RHF/cc-pVDZ, all electrons')
show('R', R_si, 'm', '.3e'); print(f"excitations nA = {nA}, nB = {nB}, supermolecule = {near['n']}")
for nme, vals in (('Be', (EA, EAp, EAa)), ('Mg', (EB, EBp, EBa)), ('dimer', (E, Ep, Ea))):
    for rt, val in zip(('drCCD', 'plasmon', 'ACFD'), vals):
        show(f'E_c {nme} {rt}', val*Eh, 'J', '.9e')
show('E_c Be spin-orbital drCCD', E_so*Eh, 'J', '.9e')
show('lowest eigenvalue of T, Be', tminA, '', '.5f'); show('lowest eigenvalue of T, Mg', tminB, '', '.5f')
show('flipped mode hbar*Omega, Be', omA[n]*Eh, 'J'); show('spurious root energy, Be', E_sp*Eh, 'J')
show('spurious root norm of T', nrm, '', '.4f')
show('lowest gap Delta, Be', DA.min()*Eh, 'J'); show('lowest gap Delta, Mg', DB.min()*Eh, 'J')
show('lowest hbar*Omega, Be', omA[0]*Eh, 'J'); show('lowest hbar*Omega, Mg', omB[0]*Eh, 'J')
show('mu P mode, Be', mu[0], 'C m'); show('mu P mode, Mg', mu[1], 'C m')
show('w_pi = mu mu/(4 pi eps0 R^3)', wpi, 'J'); show('w_sigma (largest singular value)', sv[0]*Eh, 'J')
show('|tau_sigma|', sv[0]/osum[0, 0], '', '.5e'); show('|tau_pi|', sv[1]/osum[0, 0], '', '.5e')
show('E2 from PxP block', EPP*Eh, 'J'); show('share of PxP block in E2', EPP/E2, '', '.4f')
show('E_int drCCD', Eint*Eh, 'J'); show('E_int drCCD (converted)', Eint, 'Eh')
show('E_int log det', Elog*Eh, 'J'); show('E2 dressed amplitudes', E2*Eh, 'J')
show('E2 Casimir-Polder', Ecp*Eh, 'J'); show('E4', E4*Eh, 'J', '.4e')
show('bare Tr(W^T TAB)', Ebare*Eh, 'J'); show('relaxation A', relA*Eh, 'J', '.5e')
show('relaxation B', relB*Eh, 'J', '.5e'); show('bare / E_int', Ebare/Eint, '', '.4f')
show('E2 uncoupled', Eunc*Eh, 'J')
show('alpha(0) Be', alpha(dipA, DA, KA, 0.0), 'C^2 m^2/J', '.5e')
show('alpha(0) Mg', alpha(dipB, DB, KB, 0.0), 'C^2 m^2/J', '.5e')
show('C6 polarizabilities', C6, 'J m^6', '.5e'); show('C6 (converted)', C6/(Eh*a0**6), 'Eh a0^6', '.3f')
show('C6 extrapolated (5, 10 nm)', extr(1), 'J m^6', '.5e'); show('C6 bare contraction', extr(2), 'J m^6', '.5e')
show('C6 uncoupled', C6u, 'J m^6', '.5e'); show('-C6/R^6', -C6/R_si**6, 'J', '.5e')
show('|TAB(5 nm)|/|TAB(10 nm)|', ratio, '', '.4f')
for s in (near, far):
    print(f"supermolecule R = {s['R']:.2e} m: max AO overlap = {s['S']:.2e}, max|T_AB| = {s['tab']:.3e}")
    print(f"  E_int super = {s['Esup']*Eh:.4e} J, model = {s['Emod']*Eh:.4e} J")
    print(f"  bare term super = {s['Bsup']*Eh:.4e} J, model = {s['Bmod']*Eh:.4e} J")
    print(f"  max|T_CT| localized = {s['tct']:.2e}, canonical = {s['tcan']:.2e}")
print('tests ok')
```

Printed output:

```
Be(A)...Mg(B), dRPA on RHF/cc-pVDZ, all electrons
R = 1.200e-09 m
excitations nA = 24, nB = 72, supermolecule = 192
E_c Be drCCD = -1.803320352e-19 J
E_c Be plasmon = -1.803320352e-19 J
E_c Be ACFD = -1.803320352e-19 J
E_c Mg drCCD = -1.661850517e-19 J
E_c Mg plasmon = -1.661850517e-19 J
E_c Mg ACFD = -1.661850517e-19 J
E_c dimer drCCD = -3.465241405e-19 J
E_c dimer plasmon = -3.465241404e-19 J
E_c dimer ACFD = -3.465241405e-19 J
E_c Be spin-orbital drCCD = -1.803320352e-19 J
lowest eigenvalue of T, Be = -0.13326 
lowest eigenvalue of T, Mg = -0.13036 
flipped mode hbar*Omega, Be = 1.960347e-18 J
spurious root energy, Be = -2.140679e-18 J
spurious root norm of T = 11.0880 
lowest gap Delta, Be = 1.601323e-18 J
lowest gap Delta, Mg = 1.298468e-18 J
lowest hbar*Omega, Be = 1.960347e-18 J
lowest hbar*Omega, Mg = 1.537979e-18 J
mu P mode, Be = 1.776709e-29 C m
mu P mode, Mg = 2.063010e-29 C m
w_pi = mu mu/(4 pi eps0 R^3) = 1.906406e-21 J
w_sigma (largest singular value) = 3.812813e-21 J
|tau_sigma| = 1.08990e-03 
|tau_pi| = 5.44948e-04 
E2 from PxP block = -6.233357e-24 J
share of PxP block in E2 = 0.8837 
E_int drCCD = -7.053538e-24 J
E_int drCCD (converted) = -1.617879e-06 Eh
E_int log det = -7.053538e-24 J
E2 dressed amplitudes = -7.053504e-24 J
E2 Casimir-Polder = -7.053504e-24 J
E4 = -3.4542e-29 J
bare Tr(W^T TAB) = -8.555852e-24 J
relaxation A = 7.46207e-25 J
relaxation B = 7.56107e-25 J
bare / E_int = 1.2130 
E2 uncoupled = -1.329688e-23 J
alpha(0) Be = 3.25141e-40 C^2 m^2/J
alpha(0) Mg = 5.89431e-40 C^2 m^2/J
C6 polarizabilities = 2.04767e-77 J m^6
C6 (converted) = 213.891 Eh a0^6
C6 extrapolated (5, 10 nm) = 2.04767e-77 J m^6
C6 bare contraction = 2.48788e-77 J m^6
C6 uncoupled = 3.88273e-77 J m^6
-C6/R^6 = -6.85761e-24 J
|TAB(5 nm)|/|TAB(10 nm)| = 8.0031 
supermolecule R = 1.20e-09 m: max AO overlap = 8.08e-05, max|T_AB| = 9.847e-04
  E_int super = -7.0534e-24 J, model = -7.0535e-24 J
  bare term super = -8.5559e-24 J, model = -8.5558e-24 J
  max|T_CT| localized = 2.47e-06, canonical = 2.31e-04
supermolecule R = 1.50e-09 m: max AO overlap = 1.09e-07, max|T_AB| = 5.041e-04
  E_int super = -1.8304e-24 J, model = -1.8304e-24 J
  bare term super = -2.2215e-24 J, model = -2.2215e-24 J
  max|T_CT| localized = 4.77e-09, canonical = 5.28e-07
tests ok
```
